# Local Lindblad equation for two oscillators: heat from cold to hot

## Problem

Two oscillators with lowering operators $a$ and $b$ exchange quanta:

$$H=\omega_1a^\dagger a+\omega_2b^\dagger b+g(a^\dagger b+b^\dagger a),\qquad \hbar=k_B=1 .$$

Here $g$ is real and $g^2<\omega_1\omega_2$, so that $H$ is bounded below. Bath 1, at temperature $T_1$, touches $a$; bath 2, at $T_2<T_1$, touches $b$. The local Lindblad equation is $\dot\rho=-i[H,\rho]+D_1(\rho)+D_2(\rho)$, where, with $c_1=a$ and $c_2=b$,

$$D_j(\rho)=\gamma_j(N_j+1)\left(c_j\rho c_j^\dagger-\tfrac12\{c_j^\dagger c_j,\rho\}\right)+\gamma_jN_j\left(c_j^\dagger\rho c_j-\tfrac12\{c_jc_j^\dagger,\rho\}\right),$$

$$N_j=\frac1{e^{\omega_j/T_j}-1}.$$

The heat current leaving bath $j$ is defined as $Q_j=\mathrm{Tr}[H D_j(\rho)]$, with the full $H$, coupling included.

1. Find the steady current of quanta from oscillator 1 to oscillator 2.
2. Find $Q_1$. Show that frequencies 4 and 1, attached in that order to baths at temperatures 2 and 1, give heat flowing from cold to hot.
3. Evaluate the currents for an energy unit of 0.025 eV, with $g=0.005$ eV, $\gamma_1=0.002$ eV and $\gamma_2=0.001$ eV.
4. Identify the assumption responsible, and find the direction when both baths are truly thermal.

## Hints

**Hint 1.** The averages $n_1=\langle a^\dagger a\rangle$, $n_2=\langle b^\dagger b\rangle$ and $C=\langle a^\dagger b\rangle$ obey a closed set of equations.

**Hint 2.** In the steady state the same current passes through three links: bath 1 to $a$, $a$ to $b$, and $b$ to bath 2. Add the three differences of occupation.

**Hint 3.** $D_1$ also changes the coupling energy $2g\,\mathrm{Re}\,C$. Do not drop this term from the heat.

**Hint 4.** For the last question, replace each dissipator by damping plus a noise force. Ask what occupation the noise has at frequencies other than $\omega_j$.

## Solution

### 1. The current of quanta

For an operator $O$, cyclic permutation under the trace turns the loss part of $D_j$ into

$$\gamma_j(N_j+1)\,\tfrac12\langle c_j^\dagger[O,c_j]+[c_j^\dagger,O]c_j\rangle .$$

The gain part follows by exchanging $c_j$ with $c_j^\dagger$ and replacing $N_j+1$ by $N_j$.

Take $O=a^\dagger a$. Since $[a^\dagger a,a]=-a$ and $[a^\dagger,a^\dagger a]=-a^\dagger$, loss gives $-\gamma_1(N_1+1)n_1$. Gain gives $\gamma_1N_1\langle aa^\dagger\rangle=\gamma_1N_1(n_1+1)$. The sum is $-\gamma_1(n_1-N_1)$.

Take $O=a^\dagger b$. For bath 1, $[a^\dagger b,a]=-b$ makes the loss part $-\gamma_1(N_1+1)C/2$, while $[a,a^\dagger b]=b$ makes the gain part $+\gamma_1N_1C/2$. The sum is $-\gamma_1C/2$. Bath 2 gives $-\gamma_2C/2$ in the same way.

The Hamiltonian contributes $i\langle[H,O]\rangle$. The commutators needed are

$$[a^\dagger b,a^\dagger a]=-a^\dagger b,\qquad [b^\dagger a,a^\dagger a]=b^\dagger a,\qquad [b^\dagger a,a^\dagger b]=b^\dagger b-a^\dagger a .$$

The first two give $ig(C^*-C)=2g\,\mathrm{Im}\,C$ for $\dot n_1$. Because $H$ conserves $a^\dagger a+b^\dagger b$, it contributes the opposite amount to $\dot n_2$. With $\Delta=\omega_1-\omega_2$ and $\Gamma=(\gamma_1+\gamma_2)/2$,

$$\dot n_1=2g\,\mathrm{Im}\,C-\gamma_1(n_1-N_1),$$

$$\dot n_2=-2g\,\mathrm{Im}\,C-\gamma_2(n_2-N_2),$$

$$\dot C=(i\Delta-\Gamma)C+ig(n_2-n_1).$$

Setting $\dot C=0$ and making the denominator real gives

$$C=\frac{ig(n_2-n_1)}{\Gamma-i\Delta}=\frac{g(n_2-n_1)(i\Gamma-\Delta)}{\Gamma^2+\Delta^2}.$$

The current from 1 to 2 is the rate at which the coupling removes quanta from oscillator 1:

$$I=-2g\,\mathrm{Im}\,C=K(n_1-n_2),\qquad K=\frac{2g^2\Gamma}{\Gamma^2+\Delta^2}.$$

The conditions $\dot n_1=\dot n_2=0$ add $I=\gamma_1(N_1-n_1)=\gamma_2(n_2-N_2)$. Therefore

$$N_1-N_2=(N_1-n_1)+(n_1-n_2)+(n_2-N_2)=I\left(\frac1{\gamma_1}+\frac1K+\frac1{\gamma_2}\right),$$

$$\boxed{I=\frac{N_1-N_2}{1/K+1/\gamma_1+1/\gamma_2}}$$

The three resistances are positive, so $I$ has the sign of $N_1-N_2$ at any coupling strength.

### 2. The heat current and its sign

Apply $D_1$ to each term of $H$. The first gives $\omega_1\gamma_1(N_1-n_1)=\omega_1I$, the second gives nothing, and the coupling gives $-\tfrac12\gamma_1g(C+C^*)=-\gamma_1g\,\mathrm{Re}\,C$. From the solution for $C$,

$$g\,\mathrm{Re}\,C=\frac{g^2\Delta(n_1-n_2)}{\Gamma^2+\Delta^2}=\frac{\Delta}{2\Gamma}K(n_1-n_2)=\frac{\Delta I}{\gamma_1+\gamma_2}.$$

Hence

$$Q_1=I\left[\omega_1-\frac{\gamma_1(\omega_1-\omega_2)}{\gamma_1+\gamma_2}\right]=\bar\omega I,\qquad \boxed{\bar\omega=\frac{\gamma_2\omega_1+\gamma_1\omega_2}{\gamma_1+\gamma_2}}$$

For the other bath,

$$Q_2=-\omega_2I-\gamma_2g\,\mathrm{Re}\,C=-I\left[\omega_2+\frac{\gamma_2(\omega_1-\omega_2)}{\gamma_1+\gamma_2}\right]=-\bar\omega I .$$

Thus $Q_1+Q_2=0$: energy is conserved, and with a constant $H$ this description contains no work.

Since $\bar\omega>0$, the sign of $Q_1$ is that of $N_1-N_2$. The occupation $1/(e^x-1)$ falls as $x=\omega/T$ rises, so for $T_1>T_2$

$$Q_1<0\quad\Longleftrightarrow\quad\frac{\omega_1}{T_1}>\frac{\omega_2}{T_2}.$$

For the stated values, $4/2=2$ exceeds $1/1=1$. Heat enters the hot bath and leaves the cold one. The entropy of the baths changes at the rate

$$-\frac{Q_1}{T_1}-\frac{Q_2}{T_2}=Q_1\left(\frac1{T_2}-\frac1{T_1}\right)<0,$$

while the steady oscillators contribute no change. Read as two thermal baths joined by a passive system, the equation violates the second law.

The order of attachment matters. If the hot bath holds the soft oscillator, the ratios are $1/2$ and $4/1$, and the flow is normal.

### 3. Numbers

The modes lie at $\omega_1=0.1$ eV and $\omega_2=0.025$ eV. The baths have $T_1=0.05$ eV (580 K) and $T_2=0.025$ eV (290 K). Then

$$N_1=\frac1{e^2-1}=0.1565,\qquad N_2=\frac1{e-1}=0.5820 .$$

With $\Delta=0.075$ eV and $\Gamma=0.0015$ eV,

$$K=\frac{2(0.005)^2(0.0015)}{0.0015^2+0.075^2}\ \text{eV}=1.333\times10^{-5}\ \text{eV}.$$

The resistance $1/K$ is about 75 000 eV$^{-1}$, against 500 and 1000 eV$^{-1}$ for the contacts. The detuned link between the oscillators therefore limits the current, and each oscillator stays near its own bath's occupation: $n_1=0.159$ and $n_2=0.576$. Dividing $N_1-N_2=-0.4255$ by the total resistance, and then by $\hbar$, gives $I=-8.45$ quanta per ns. The mean energy is

$$\bar\omega=\frac{0.001\times0.1+0.002\times0.025}{0.003}\ \text{eV}=0.05\ \text{eV},$$

so

$$Q_1=0.05\times(-8.45)\ \text{eV/ns}=-0.422\ \text{eV/ns}\quad(-67.7\ \text{pW}).$$

The entropy rate is $0.4223/0.05-0.4223/0.025=-8.45\,k_B$ per ns.

A direct solution for the steady density operator, keeping states with up to 20 quanta in total, also gives $-0.42231$ eV/ns. Raising the cutoff from 16 to 20 quanta shifts this by a fraction $6\times10^{-7}$. If the baths are exchanged while each oscillator keeps its damping rate, the heat leaving the hot bath is $+1.51$ eV/ns.

### 4. What the local equation assumes about its baths

The moment equations also follow from damping and noise:

$$i\dot a=\left(\omega_1-\tfrac{i}{2}\gamma_1\right)a+gb+\sqrt{\gamma_1}\,\xi_1,\qquad i\dot b=\left(\omega_2-\tfrac{i}{2}\gamma_2\right)b+ga+\sqrt{\gamma_2}\,\xi_2,$$

with independent noises, $[\xi_j(t),\xi_j^\dagger(t')]=\delta(t-t')$ and $\langle\xi_j^\dagger(t)\xi_j(t')\rangle=N_j\delta(t-t')$. Damping supplies $-\gamma_jn_j$ and noise supplies $+\gamma_jN_j$, as required. A delta function in time has a flat spectrum. **Each bath therefore has occupation $N_j$ at every frequency**, whereas a thermal bath has $N(\omega,T_j)=1/(e^{\omega/T_j}-1)$.

To see how this fixes the heat, Fourier transform with $e^{-i\omega t}$. Let $h$ be the matrix with diagonal $\omega_1,\omega_2$ and off-diagonal $g$, let $\gamma=\mathrm{diag}(\gamma_1,\gamma_2)$, and define $G=(\omega-h+i\gamma/2)^{-1}$. Then $b(\omega)=G_{21}\sqrt{\gamma_1}\,\xi_1+G_{22}\sqrt{\gamma_2}\,\xi_2$, so

$$n_2=\int\frac{d\omega}{2\pi}\left(\gamma_1|G_{21}|^2N_1+\gamma_2|G_{22}|^2N_2\right).$$

The commutator $[b,b^\dagger]=1$ requires the same integral with $N_1=N_2=1$ to equal 1. Subtracting $N_2$ times that identity and using $I=\gamma_2(n_2-N_2)$,

$$I=(N_1-N_2)\int\frac{d\omega}{2\pi}\,\mathcal T(\omega),\qquad\mathcal T=\gamma_1\gamma_2|G_{21}|^2 .$$

The energy carried follows from the definition of $G$, which gives $(\omega-\omega_2+i\gamma_2/2)G_{21}=gG_{11}$. Multiply by $G_{21}^*$ and take the real part:

$$(\omega-\omega_2)|G_{21}|^2=g\,\mathrm{Re}(G_{11}G_{21}^*).$$

Set $N_2=0$ for the moment. Then $\mathrm{Re}\,C=\gamma_1N_1\int\mathrm{Re}(G_{11}G_{21}^*)\,d\omega/2\pi$. Multiplying the previous line by $\gamma_1\gamma_2N_1$ and integrating,

$$N_1\int\frac{d\omega}{2\pi}(\omega-\omega_2)\mathcal T=\gamma_2g\,\mathrm{Re}\,C=\frac{\gamma_2\Delta I}{\gamma_1+\gamma_2}.$$

Adding $\omega_2I$ to both sides gives $N_1\int\omega\mathcal T\,d\omega/2\pi=\bar\omega I$. Thus $\bar\omega$ is the mean of $\omega$ weighted by $\mathcal T$, whatever the occupations, and in general

$$Q_1=(N_1-N_2)\int\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega).$$

The local equation uses the single difference $N_1-N_2$, taken between two different frequencies, for all transmitted quanta.

Now let the baths be thermal. Suppose they consist of oscillators with positive frequencies, coupled by exchange of quanta, and that no bound state forms outside their band. The total Hamiltonian is quadratic, so a quantum crosses without changing its frequency. The transmission is the same both ways because $G_{12}=G_{21}$. At each frequency, bath 1 sends $\mathcal TN(\omega,T_1)$ and receives $\mathcal TN(\omega,T_2)$, so

$$Q_1^{\rm th}=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)\,[N(\omega,T_1)-N(\omega,T_2)]>0 .$$

The rates $\gamma_j(\omega)$ and the bath-induced level shifts in $\mathcal T$ may now depend on frequency. The sign does not depend on them.

For the example, take a band from 0 to 0.2 eV with $\gamma_j(\omega)$ proportional to $\sqrt{1-[(\omega-0.1)/0.1]^2}$, $\omega$ in eV. Normalize it to the given $\gamma_j$ at $\omega_j$, and absorb the level shift at $\omega_j$ into $\omega_j$. The integral gives $+0.358$ eV/ns (57.3 pW). Unitary evolution of the same model, with each bath a chain of 700 oscillators, gives 0.358 eV/ns before reflections return from the chain ends.

### 5. Why small $g$ does not cure the error

Let $\Delta$ be much larger than both $g$ and $\Gamma$, and let the damping rates of the two baths be comparable, so that neither exceeds the other by a factor approaching $\Delta^2/g^2$. Because $\Delta\gg g$, each normal mode lies mostly on one oscillator, with amplitude about $g/\Delta$ on the other. Treat each mode, of frequency $\Omega$, as damped by bath $j$ at a rate $r_j$ towards $N(\Omega,T_j)$; this secular treatment requires mode spacing much larger than damping, and temperatures high enough that transmission at frequencies far below the modes carries little heat. The steady occupation is

$$n=\frac{r_1N(\Omega,T_1)+r_2N(\Omega,T_2)}{r_1+r_2},$$

and the heat taken from bath 1 is

$$\Omega r_1[N(\Omega,T_1)-n]=\Omega\frac{r_1r_2}{r_1+r_2}[N(\Omega,T_1)-N(\Omega,T_2)].$$

For small $g/\Delta$ the smaller rate controls the fraction $r_1r_2/(r_1+r_2)$. It is $\gamma_2(\omega_1)g^2/\Delta^2$ for the mode near $\omega_1$ and $\gamma_1(\omega_2)g^2/\Delta^2$ for the one near $\omega_2$. With $\delta N(\omega)=N(\omega,T_1)-N(\omega,T_2)$,

$$Q_1^{\rm th}\simeq\frac{g^2}{\Delta^2}\left[\gamma_2(\omega_1)\,\omega_1\,\delta N(\omega_1)+\gamma_1(\omega_2)\,\omega_2\,\delta N(\omega_2)\right].$$

In the same limit $K\simeq(\gamma_1+\gamma_2)g^2/\Delta^2$, the term $1/K$ dominates the resistance, and the local result becomes

$$Q_1\simeq\frac{g^2}{\Delta^2}(\gamma_2\omega_1+\gamma_1\omega_2)(N_1-N_2).$$

For frequency-independent rates the weights agree and the occupations differ. Both currents scale as $g^2$, so their ratio tends to a constant as $g\to0$ at fixed detuning. The computed ratio of local to thermal heat is $-1.18$, both at $g=0.005$ eV and at one tenth of that. When $g$ and the damping rates are both small enough, the local equation gives nearly correct occupations, but the heat current is itself a small quantity of order $g^2$, and there the error is not small. In the example the local $n_2=0.576$ still lies 5% below the thermal-bath value 0.608. With $g$ and both rates ten times smaller the values are 0.582 and 0.583, while the heat ratio remains about $-1.2$.

With the actual normal modes, at 0.0247 and 0.1003 eV, the secular sum gives 0.347 eV/ns, about 3% below the thermal-bath integral.

### 6. Relation to a molecular junction

The frequencies and the band edge are on the scale of a molecule between graphene contacts, with one stiff and one soft vibration; graphene phonons reach roughly 0.2 eV. The values of $g$ and $\gamma_j$ are illustrative. Letting each contact touch only one vibration is a model assumption; a real contact generally couples to both. The 290 K temperature difference is large for such a junction, and the semi-elliptic band is a model shape. Real vibrations couple through displacements, which adds terms such as $ab$ and $a^\dagger b^\dagger$. With displacement coupling both between the oscillators and to the baths, at the same parameters and with bath-induced level shifts dropped, the thermal heat rises from 0.358 to 0.559 eV/ns. That is a factor of 1.56, with the sign unchanged. Keeping the level shifts raises the displacement result by an amount that depends on how they are absorbed. If their values at $\omega_j$ are absorbed into the force constants, with the displacement couplings held fixed, the result rises by about 6%, to 0.59 eV/ns. If instead $g$ and the bath couplings multiply ladder operators of bare frequencies chosen so that the shifted frequencies equal $\omega_j$, it rises by about 10%, to 0.62 eV/ns. For a stiff bond described by a Morse potential of rough depth 4 eV, anharmonicity makes the second level spacing smaller than the first by 0.00125 eV, or 1.7% of the detuning. Anharmonic energy exchange, further vibrations and electronic heat are left out, so the thermal figure indicates a scale for this model and is not a prediction for a device.

## Variation 1: equal frequencies

**Question.** Let $\omega_1=\omega_2=\omega_0$. Does the local equation give the right direction, and when is its magnitude reliable?

**Solution.** With $\Delta=0$, $\bar\omega=\omega_0$ and

$$Q_1=\omega_0\,\frac{N(\omega_0,T_1)-N(\omega_0,T_2)}{1/K+1/\gamma_1+1/\gamma_2},\qquad K=\frac{2g^2}{\Gamma}.$$

Both occupations now refer to the same frequency, so $Q_1>0$ for $T_1>T_2$. If $g$ and the $\gamma_j$ are small compared with $\omega_0$, $T_1$ and $T_2$, transmission is concentrated in a narrow window around $\omega_0$. If the bath rates also vary little across that window, and the heat carried outside it is negligible, each thermal occupation may be replaced by its value at $\omega_0$, and the thermal integral reduces to the local result. The condition on heat carried outside the window can fail when the temperatures are far below $\omega_0$: the occupation at $\omega_0$ is then exponentially small, and the weak low-frequency tail of $\mathcal T$ can carry most of the heat.

For both modes at 0.1 eV and $g=0.0002$ eV, with the temperatures, damping rates and band shape of the example, the ratio of local to thermal heat is 0.993. Away from exact resonance, weak coupling and damping are not enough. The detuning must also be small compared with $T_1$, $T_2$ and $\omega_0(T_1-T_2)/T_1$. The last condition matters when the temperatures are close: even a slight detuning can then make $\omega_1/T_1$ exceed $\omega_2/T_2$ and reverse the local heat current.

## Variation 2: a machine that obeys the local equation

**Question.** Let oscillator $j$ meet a stream of fresh modes $d_j$ of frequency $\omega_j$, each prepared with thermal occupation $N_j$. Each contact lasts a short time $\tau$, with coupling $V_j=\sqrt{\gamma_j/\tau}\,(c_j^\dagger d_j+d_j^\dagger c_j)$. Show that the oscillators obey the local equation, and reconsider the second law.

**Solution.** A fresh mode has $\langle d_j\rangle=0$, so the term linear in $V_j$ vanishes after tracing over it. The second-order term is

$$\tau^2\,\mathrm{Tr}_{d_j}\left[V_j\rho_{\rm tot}V_j-\tfrac12\{V_j^2,\rho_{\rm tot}\}\right].$$

Its prefactor is $\tau^2(\gamma_j/\tau)=\gamma_j\tau$. The averages $\langle d_jd_j^\dagger\rangle=N_j+1$ and $\langle d_j^\dagger d_j\rangle=N_j$ multiply the loss and gain terms, so the change is $\tau D_j(\rho)$. For $\tau\to0$ this is the local equation.

The coupling conserves quanta, so the streams lose quanta at the rates $I$ and $-I$. The heats they supply are

$$Q_1^{\rm s}=\omega_1I,\qquad Q_2^{\rm s}=-\omega_2I .$$

These do not cancel. In the steady state the remainder must come from switching the contacts on and off, which costs the power

$$W=-Q_1^{\rm s}-Q_2^{\rm s}=-(\omega_1-\omega_2)I .$$

The entropy rate of the streams, from heat divided by temperature, is

$$-\frac{Q_1^{\rm s}}{T_1}-\frac{Q_2^{\rm s}}{T_2}=-I\left(\frac{\omega_1}{T_1}-\frac{\omega_2}{T_2}\right)\ge0,$$

because $I$ and the bracket have opposite signs. The second law holds. The earlier $Q_1=\mathrm{Tr}[HD_1(\rho)]$ combined heat with switching work: $Q_1-\omega_1I=-\gamma_1g\,\mathrm{Re}\,C$ is the work done at contact 1.

In the example $I<0$, so the machine is a driven refrigerator. For contacts of 0.053 fs, the cold stream supplies 0.2112 eV/ns, switching supplies 0.6335 eV/ns, and the hot stream receives 0.8447 eV/ns. The entropy rate is $+8.45\,k_B$ per ns. The refrigeration coefficient is

$$\frac{Q_2^{\rm s}}{W}=\frac{\omega_2}{\omega_1-\omega_2}=\frac13,$$

below the Carnot value $T_2/(T_1-T_2)=1$. The same equation of motion thus describes a lawful driven machine, but not two passive thermal contacts at this detuning. The numerical output below lists the values used in this variation.

## Values computed for the example and the checks

```
energy unit: 0.025 eV
mode 1 energy w1: 0.1 eV
mode 2 energy w2: 0.025 eV
hot bath kT1: 0.05 eV
cold bath kT2: 0.025 eV
hot bath temperature: 580.2 K
cold bath temperature: 290.1 K
exchange coupling g: 0.005 eV
damping gam1: 0.002 eV
damping gam2: 0.001 eV
w1/T1: 2
w2/T2: 1
occupation N1: 0.15652
occupation N2: 0.58198
exchange rate K: 1.3328e-05 eV
steady n1 (Fock): 0.1593
steady n2 (Fock): 0.57642
quantum current I, 1 to 2: -8.4462 1/ns
mean energy wbar: 0.05 eV
local heat from hot bath, formula: -0.42231 eV/ns
local heat from hot bath, Fock: -0.42231 eV/ns
same in pW: -67.66 pW
Fock cutoff 16 to 20, relative shift: 5.8e-07
local Clausius entropy rate: -8.446 kB/ns
local heat from hot, baths exchanged: 1.512 eV/ns
random cases reversed: 79 of 300
flat-occupation bath heat: -0.42231 eV/ns
thermal-bath heat from hot: 0.3579 eV/ns
same in pW: 57.34 pW
unitary chains heat from hot: 0.3579 eV/ns
secular equation heat from hot: 0.3472 eV/ns
lower normal mode: 0.024668 eV
upper normal mode: 0.10033 eV
local/thermal heat ratio at g: -1.18
local/thermal heat ratio at g/10: -1.177
resonant test: both modes at: 0.1 eV
resonant test: coupling: 0.0002 eV
resonant local/thermal heat ratio: 0.9933
collision time: 0.0527 fs
collision heat from hot bath: -0.8447 eV/ns
collision heat from cold bath: 0.2112 eV/ns
collision switching work: 0.6335 eV/ns
collision entropy rate: 8.447 kB/ns
refrigerator coefficient: 0.3333
Carnot coefficient: 1
thermal heat, displacement coupling: 0.5592 eV/ns
displacement/exchange heat ratio: 1.56
rough bond depth: 4 eV
anharmonic shift of mode 1: 0.00125 eV
anharmonic shift / detuning: 0.017
```
